**Exact lamellar-grating modes as a benchmark for Fourier truncation**

The program finds the transverse-electric modes of a two-material grating from the Bloch-matched mode equation, with eigenvalue w = (γ/k₀)², where γ is the propagation constant along the depth and k₀ the vacuum wavenumber. It compares them with the eigenvalues w_N of a Fourier matrix that keeps orders −N to N. It asserts that the closed formula agrees with numerical integration of the wave equation, including an absorbing line and a vanishing transverse wavenumber. For two lossless gratings it asserts that the root count matches the matrix, and that w_N rises with N up to 40 without passing the exact value. It also asserts the leading width-error law (ε₁ − ε₂)Λ³/[3π²λ₀²(N + ½)³] within 4% for four modes of each grating at N = 160; here ε₁ and ε₂ are the line and gap permittivities, Λ is the period and λ₀ the wavelength. Further assertions cover the Fourier tail sum, the width derivative, and perturbation estimates for absorption and a thin oxide. In the silicon example the error of the first two modes falls below an equivalent width of 0.1 nm at N = 7. The output also sizes absorption, oxide, sidewall slope, warming and angular spread for the first mode.

## Check in Python

```python
"""
Result under test: transverse-electric modes of a two-material lamellar grating.
With w = (gamma/k0)^2, b_j = sqrt(eps_j - w), t_j = k0 * (width of layer j):
  cos(k0*pitch*sine) = cos(b1 t1) cos(b2 t2)
                       - (b1^2 + b2^2)/2 * sin(b1 t1)/b1 * sin(b2 t2)/b2
Truncating the Fourier eigenproblem to orders -N..N lowers w, at leading order,
as if the line were narrower by
  (eps1 - eps2) * pitch^3 / (3 pi^2 wavelength^2 (N + 1/2)^3), for every mode.
gamma: propagation constant along the depth; k0: vacuum wavenumber;
sine: sine of the incidence angle in air; eps1: line; eps2: gap. Lengths in nm.
"""
from collections import namedtuple
import numpy as np
from scipy.integrate import solve_ivp
from scipy.linalg import toeplitz
from scipy.optimize import brentq

Grating = namedtuple("Grating", "line_eps gap_eps width pitch wavelength sine")
GAUSS_NODES, GAUSS_WEIGHTS = np.polynomial.legendre.leggauss(1000)


def scaled_lengths(g):
    k0 = 2 * np.pi / g.wavelength
    return k0 * g.width, k0 * (g.pitch - g.width)


def sin_over(b, t):
    """sin(b t)/b, with its limit t at b = 0."""
    return t * np.sinc(b * t / np.pi)


def half_trace(w, g):
    t1, t2 = scaled_lengths(g)
    b1 = np.sqrt(g.line_eps - w + 0j)
    b2 = np.sqrt(g.gap_eps - w + 0j)
    return (np.cos(b1 * t1) * np.cos(b2 * t2)
            - 0.5 * (b1**2 + b2**2) * sin_over(b1, t1) * sin_over(b2, t2))


def bloch_cosine(g):
    return np.cos(2 * np.pi * g.pitch / g.wavelength * g.sine)


def mismatch(w, g):
    return half_trace(w, g) - bloch_cosine(g)


def exact_roots(g, w_min=-60.0):
    """All real roots above w_min, largest first (real permittivities)."""
    grid = np.linspace(w_min, g.line_eps + 5.0, 40001)
    values = mismatch(grid, g).real
    found = [brentq(lambda w: float(mismatch(w, g).real), grid[i], grid[i + 1],
                    xtol=1e-13, rtol=1e-14)
             for i in np.nonzero(values[:-1] * values[1:] < 0)[0]]
    return np.array(found[::-1])


def refine(function, w):
    """Newton iteration with a central-difference slope; complex w allowed."""
    w = complex(w)
    for _ in range(25):
        step = 1e-5
        slope = (function(w + step) - function(w - step)) / (2 * step)
        w -= function(w) / slope
    assert abs(function(w)) < 1e-9
    return w


def layer_matrix(eps, t, w):
    b = np.sqrt(eps - w + 0j)
    return np.array([[np.cos(b * t), sin_over(b, t)],
                     [-b * np.sin(b * t), np.cos(b * t)]])


def fourier_matrix(g, n_max):
    m = np.arange(2 * n_max + 1)
    fill = g.width / g.pitch
    harmonics = (g.line_eps - g.gap_eps) * fill * np.sinc(m * fill)
    harmonics[0] += g.gap_eps
    q = g.sine + np.arange(-n_max, n_max + 1) * g.wavelength / g.pitch
    return toeplitz(harmonics, harmonics) - np.diag(q**2)


def fourier_values(g, n_max):
    return np.linalg.eigvalsh(fourier_matrix(g, n_max))[::-1]


def bloch_mode(g, w, orders=None):
    """Edge intensities, share of intensity in the line, Fourier coefficients."""
    t1, t2 = scaled_lengths(g)
    first = layer_matrix(g.line_eps, t1, w)
    period = layer_matrix(g.gap_eps, t2, w) @ first
    phase = np.exp(1j * (t1 + t2) * g.sine)
    left = np.array([period[0, 1], phase - period[0, 0]])
    residual = np.linalg.norm(period @ left - phase * left)
    assert residual < 1e-7 * np.linalg.norm(left)
    right = first @ left
    pieces = []
    for eps, t, start in ((g.line_eps, t1, left), (g.gap_eps, t2, right)):
        x = t * (GAUSS_NODES + 1) / 2
        b = np.sqrt(eps - w + 0j)
        pieces.append(np.cos(b * x) * start[0] + sin_over(b, x) * start[1])
    field = np.concatenate(pieces)
    weight = np.concatenate((t1 * GAUSS_WEIGHTS, t2 * GAUSS_WEIGHTS)) / (2 * (t1 + t2))
    mean = np.sum(weight * abs(field)**2)
    edges = np.array([abs(left[0])**2, abs(right[0])**2]) / mean
    share = np.sum((weight * abs(field)**2)[:len(GAUSS_NODES)]) / mean
    coefficients = None
    if orders is not None:
        position = np.concatenate((t1 * GAUSS_NODES / 2,
                                   t1 / 2 + t2 * (GAUSS_NODES + 1) / 2))
        q = g.sine + orders * g.wavelength / g.pitch
        coefficients = (np.exp(-1j * np.outer(q, position))
                        @ (weight * field)) / np.sqrt(mean)
    return edges, share, coefficients


def width_slope(g, w):
    """Change of w per nm of line width, from the edge intensities."""
    edges = bloch_mode(g, w)[0]
    return (g.line_eps - g.gap_eps) * edges.sum() / (2 * g.pitch)


def width_law(g, n_max):
    return ((g.line_eps - g.gap_eps) * g.pitch**3
            / (3 * np.pi**2 * g.wavelength**2 * (n_max + 0.5)**3))


# Example: silicon lines in air, red light; optical constants are rough.
index_si, extinction_si, height = 3.9, 0.02, 200.0
angle = 30.0
silicon = Grating(index_si**2, 1.0, 120.0, 300.0, 633.0, np.sin(np.radians(angle)))
second = Grating(4.0, 1.0, 150.0, 500.0, 633.0, np.sin(np.radians(20.0)))
lossy = silicon._replace(line_eps=(index_si + 1j * extinction_si)**2)
k0 = 2 * np.pi / silicon.wavelength

# Closed formula against direct integration of the wave equation over a period.
ode_error = 0.0
for g in (silicon, second, lossy):
    t1, t2 = scaled_lengths(g)
    for w in (8.0, 1.0, -3.0):
        columns = []
        for start in ([1.0 + 0j, 0j], [0j, 1.0 + 0j]):
            state = np.array(start)
            for eps, t in ((g.line_eps, t1), (g.gap_eps, t2)):
                state = solve_ivp(lambda x, y: np.array([y[1], -(eps - w) * y[0]]),
                                  (0, t), state, method="DOP853",
                                  rtol=1e-10, atol=1e-12).y[:, -1]
            columns.append(state)
        integrated = (columns[0][0] + columns[1][1]) / 2
        formula = half_trace(w, g)
        ode_error = max(ode_error, abs(integrated - formula) / max(1, abs(formula)))
assert ode_error < 1e-7

# Complete set of roots, lower bound, monotonic rise and the width law.
law_ratios = {}
for name, g in (("silicon", silicon), ("second", second)):
    roots = exact_roots(g)
    large = fourier_values(g, 160)
    assert len(roots) == np.sum(large > -60.0)
    assert roots[0] < g.line_eps
    previous = fourier_values(g, 0)
    for n_max in range(1, 41):
        current = fourier_values(g, n_max)
        assert np.all(current[:len(previous)] >= previous - 1e-9)
        count = min(len(current), len(roots))
        assert np.all(current[:count] <= roots[:count] + 1e-9)
        previous = current
    ratios = []
    for j in range(4):
        edges = bloch_mode(g, roots[j])[0]
        assert abs(edges[0] / edges[1] - 1) < 1e-5
        bias = (roots[j] - large[j]) / width_slope(g, roots[j])
        ratios.append(bias / width_law(g, 160))
    # edge interference leaves a relative correction of about 2/N
    assert np.all(abs(np.array(ratios) - 1) < 0.04)
    law_ratios[name] = ratios

roots = exact_roots(silicon)
slopes = [width_slope(silicon, w) for w in roots[:5]]
for j in range(3):
    wide = exact_roots(silicon._replace(width=silicon.width + 0.01))[j]
    narrow = exact_roots(silicon._replace(width=silicon.width - 0.01))[j]
    assert abs((wide - narrow) / 0.02 / slopes[j] - 1) < 1e-3

# The matched field against the Fourier eigenvector, and the tail sum.
orders = np.arange(-300, 301)
edges, share, coefficients = bloch_mode(silicon, roots[0], orders)
vector = np.linalg.eigh(fourier_matrix(silicon, 20))[1][:, -1]
overlap = abs(np.vdot(vector, coefficients[abs(orders) <= 20]))
assert abs(overlap - 1) < 1e-5
q = silicon.sine + orders * silicon.wavelength / silicon.pitch
tail = np.sum((q**2 * abs(coefficients)**2)[abs(orders) > 20])
error_20 = roots[0] - fourier_values(silicon, 20)[0]
assert abs(tail / error_20 - 1) < 0.05

# No mode sits where a transverse wavenumber vanishes.
value_at_gap = mismatch(silicon.gap_eps, silicon).real
nearest = np.min(abs(fourier_values(silicon, 160) - silicon.gap_eps))
assert abs(value_at_gap) > 1e-3 and nearest > 1e-3

# Absorbing lines: complex root, Fourier eigenvalue and perturbation theory.
w_lossy = refine(lambda w: mismatch(w, lossy), roots[0])
lossy_values = np.linalg.eigvals(fourier_matrix(lossy, 80))
w_lossy_fourier = lossy_values[np.argmin(abs(lossy_values - w_lossy))]
error_80 = roots[0] - fourier_values(silicon, 80)[0]
assert abs((w_lossy - w_lossy_fourier) - error_80) < 0.1 * error_80
assert abs(w_lossy.imag / (share * lossy.line_eps.imag) - 1) < 0.01

# Other neglected effects on the first mode.
oxide_thickness, oxide_index = 2.0, 1.46
sidewall_angle, warming, thermal_slope, spread = 88.0, 10.0, 3e-4, 1.0


def oxide_mismatch(w):
    t_line, t_gap = scaled_lengths(silicon)
    t_ox = k0 * oxide_thickness
    coat = layer_matrix(oxide_index**2, t_ox, w)
    product = (coat @ layer_matrix(1.0, t_gap - 2 * t_ox, w) @ coat
               @ layer_matrix(silicon.line_eps, t_line, w))
    return np.trace(product) / 2 - bloch_cosine(silicon)


w_oxide = refine(oxide_mismatch, roots[0]).real
oxide_estimate = (oxide_index**2 - 1) * oxide_thickness * edges.sum() / silicon.pitch
assert abs((w_oxide - roots[0]) / oxide_estimate - 1) < 0.15
half_taper = height / np.tan(np.radians(sidewall_angle))
w_bottom = exact_roots(silicon._replace(width=silicon.width + half_taper))[0]
w_top = exact_roots(silicon._replace(width=silicon.width - half_taper))[0]
w_warm = exact_roots(silicon._replace(
    line_eps=(index_si + thermal_slope * warming)**2))[0]
w_tilt = exact_roots(silicon._replace(sine=np.sin(np.radians(angle + spread))))[0]
index_0 = np.sqrt(roots[0])

print(f"wavelength {silicon.wavelength:.0f} nm, pitch {silicon.pitch:.0f} nm, "
      f"width {silicon.width:.0f} nm, height {height:.0f} nm, angle {angle:.0f} deg")
print(f"rough silicon index {index_si}, extinction {extinction_si}; "
      f"line permittivity (lossless) {silicon.line_eps:.4f}")
print(f"Bloch phase {k0 * silicon.pitch * silicon.sine:.5f} rad, "
      f"its cosine {bloch_cosine(silicon):.6f}")
print(f"largest relative gap, formula vs integrated wave equation: {ode_error:.1e}")
print(f"number of exact roots with w > -60: {len(roots)}")
print("mode | exact w | modal index | dw/dwidth (1/nm)")
for j in range(5):
    n_mode = np.sqrt(complex(roots[j]))
    print(f"{j + 1} | {roots[j]:.8f} | {n_mode.real:.6f}{n_mode.imag:+.6f}i"
          f" | {slopes[j]:.6f}")
print(f"mode 1: edge intensity / mean {edges[0]:.5f}, share in line {share:.5f}")
print(f"mismatch of mode equation at w = 1: {value_at_gap:.4f}; "
      f"nearest eigenvalue is {nearest:.4f} away")
print(f"N = 0 eigenvalue w: {fourier_values(silicon, 0)[0]:.6f}")
print("N | w_N mode 1 | error 1 | error 2 | width error 1, 2, law (nm)")
for n_max in (1, 2, 3, 5, 10, 20, 40, 80, 160):
    values = fourier_values(silicon, n_max)
    e1, e2 = roots[0] - values[0], roots[1] - values[1]
    print(f"{n_max} | {values[0]:.8f} | {e1:.3e} | {e2:.3e} | "
          f"{e1 / slopes[0]:.3e}, {e2 / slopes[1]:.3e}, {width_law(silicon, n_max):.3e}")
for name in law_ratios:
    print(f"width error / law at N = 160, modes 1-4, {name} grating: "
          + ", ".join(f"{r:.4f}" for r in law_ratios[name]))
print(f"second grating: permittivities {second.line_eps}, {second.gap_eps}; width "
      f"{second.width:.0f} nm, pitch {second.pitch:.0f} nm, 633 nm, 20 deg")
print(f"tail sum at N = 20: {tail:.4e}; actual error {error_20:.4e}")
shift = fourier_values(silicon, 160)[0] - fourier_values(silicon, 80)[0]
print(f"shift of w for mode 1 from N = 80 to 160: {shift:.3e}")
for j in range(2):
    needed = next(n for n in range(1, 60) if
                  (roots[j] - fourier_values(silicon, n)[j]) / slopes[j] < 0.1)
    print(f"smallest N with width error below 0.1 nm, mode {j + 1}: {needed}")
n_lossy = np.sqrt(w_lossy)
print(f"absorbing mode 1: w = {w_lossy.real:.6f}{w_lossy.imag:+.6f}i, "
      f"index {n_lossy.real:.6f}{n_lossy.imag:+.6f}i")
print(f"one-pass power loss over the height: "
      f"{100 * (1 - np.exp(-2 * k0 * height * n_lossy.imag)):.2f} %")
print(f"inputs: oxide {oxide_thickness} nm, index {oxide_index}; sidewall "
      f"{sidewall_angle} deg; {warming} K at {thermal_slope:.0e} per K; {spread} deg")
print("change of mode 1: modal index | one-pass phase (deg)")
effects = (("absorption, real part", w_lossy), ("native oxide", w_oxide),
           (f"sidewall, foot (+{half_taper:.2f} nm)", w_bottom),
           (f"sidewall, top (-{half_taper:.2f} nm)", w_top),
           ("warming", w_warm), ("angle spread", w_tilt),
           ("truncation N = 5", fourier_values(silicon, 5)[0]),
           ("truncation N = 10", fourier_values(silicon, 10)[0]))
for label, w in effects:
    change = np.sqrt(complex(w)).real - index_0
    print(f"{label}: {change:+.3e} | {np.degrees(k0 * height * change):+.4f}")
print("tests ok")
```

It prints:

```
wavelength 633 nm, pitch 300 nm, width 120 nm, height 200 nm, angle 30 deg
rough silicon index 3.9, extinction 0.02; line permittivity (lossless) 15.2100
Bloch phase 1.48891 rad, its cosine 0.081798
largest relative gap, formula vs integrated wave equation: 1.1e-10
number of exact roots with w > -60: 8
mode | exact w | modal index | dw/dwidth (1/nm)
1 | 11.96684803 | 3.459313+0.000000i | 0.035882
2 | 3.66518792 | 1.914468+0.000000i | 0.095937
3 | -1.73018002 | 0.000000+1.315363i | 0.018994
4 | -8.05903611 | 0.000000+2.838844i | 0.046117
5 | -16.05889012 | 0.000000+4.007355i | 0.049873
mode 1: edge intensity / mean 0.75754, share in line 0.92301
mismatch of mode equation at w = 1: 2.9824; nearest eigenvalue is 2.6652 away
N = 0 eigenvalue w: 6.434000
N | w_N mode 1 | error 1 | error 2 | width error 1, 2, law (nm)
1 | 11.31363180 | 6.532e-01 | 2.213e+00 | 1.820e+01, 2.307e+01, 9.582e+00
2 | 11.92283255 | 4.402e-02 | 4.615e-01 | 1.227e+00, 4.810e+00, 2.070e+00
3 | 11.93172311 | 3.512e-02 | 5.717e-02 | 9.789e-01, 5.959e-01, 7.543e-01
5 | 11.95924976 | 7.598e-03 | 1.727e-02 | 2.118e-01, 1.800e-01, 1.944e-01
10 | 11.96575812 | 1.090e-03 | 2.467e-03 | 3.037e-02, 2.571e-02, 2.794e-02
20 | 11.96670605 | 1.420e-04 | 3.420e-04 | 3.957e-03, 3.565e-03, 3.754e-03
40 | 11.96683005 | 1.798e-05 | 4.541e-05 | 5.011e-04, 4.733e-04, 4.868e-04
80 | 11.96684577 | 2.258e-06 | 5.861e-06 | 6.293e-05, 6.110e-05, 6.199e-05
160 | 11.96684775 | 2.828e-07 | 7.449e-07 | 7.882e-06, 7.764e-06, 7.822e-06
width error / law at N = 160, modes 1-4, silicon grating: 1.0077, 0.9926, 0.9982, 1.0095
width error / law at N = 160, modes 1-4, second grating: 1.0081, 0.9915, 0.9917, 0.9972
second grating: permittivities 4.0, 1.0; width 150 nm, pitch 500 nm, 633 nm, 20 deg
tail sum at N = 20: 1.4178e-04; actual error 1.4198e-04
shift of w for mode 1 from N = 80 to 160: 1.975e-06
smallest N with width error below 0.1 nm, mode 1: 7
smallest N with width error below 0.1 nm, mode 2: 7
absorbing mode 1: w = 11.966408+0.143990i, index 3.459312+0.020812i
one-pass power loss over the height: 7.93 %
inputs: oxide 2.0 nm, index 1.46; sidewall 88.0 deg; 10.0 K at 3e-04 per K; 1.0 deg
change of mode 1: modal index | one-pass phase (deg)
absorption, real part: -9.287e-07 | -0.0001
native oxide: +1.552e-03 | +0.1765
sidewall, foot (+6.98 nm): +3.412e-02 | +3.8808
sidewall, top (-6.98 nm): -3.856e-02 | -4.3864
warming: +3.122e-03 | +0.3551
angle spread: -5.861e-05 | -0.0067
truncation N = 5: -1.098e-03 | -0.1249
truncation N = 10: -1.575e-04 | -0.0179
tests ok
```
